# Valley splitting of a silicon MOS dot across an interface step

## Definitions and conventions

Consider one electron held against a (001) silicon–oxide interface by a vertical field $F$. The $z$ axis points from the oxide into the silicon, and the potential energy of the field is $eFz$. The lowest states come from the two conduction valleys at $\pm k_0$ along $z$, with Bloch functions $\psi_+$ and $\psi_-=\psi_+^*$. Spin–orbit coupling is left out.

The cubic lattice constant is $a=0.5431$ nm, and atomic layers are $d=a/4=0.1358$ nm apart. The valley position is taken as $k_0=0.85\,(2\pi/a)=9.834$ nm$^{-1}$.

On a flat interface the two basis states are $\phi_\pm=f(z)\psi_\pm$, where $f$ is a smooth real envelope a few nanometres deep. The sharp interface supplies the large momentum $2k_0$ that couples them. In this basis

$$
H=\begin{pmatrix}E&\Delta\\ \Delta^*&E\end{pmatrix},\qquad
\det(H-\varepsilon)=(E-\varepsilon)^2-|\Delta|^2=0,
$$

so $\varepsilon=E\pm|\Delta|$, and the valley splitting is $E_v=2|\Delta|$. The coupling $\Delta$ is complex. Its phase does not affect the splitting of a flat interface, but it decides what happens at a step.

The step runs along $y$ at $x=0$ and is $n$ layers high. The oxide reaches $nd$ further into the silicon on the right ($x>0$). The electron has a share $p$ of its density on the left terrace and $1-p$ on the right. The splitting with the whole electron on one terrace, at the same field, is $E_{\rm flat}=2|\Delta_0|$.

## Why a step turns the phase

Neighbouring atomic layers of diamond are not related by a translation along $z$. They are related by a screw operation $S$: a quarter turn $C$ about $z$ through an atom, followed by the shift $\tau=(a/4)(1,1,1)$. It acts as $(S\psi)(\mathbf r)=\psi(C^{-1}(\mathbf r-\tau))$.

The conduction state at $k_0$ is nondegenerate apart from spin, so $S\psi_+=\lambda\psi_+$ with $|\lambda|=1$. To find $\lambda^2$, use the mirror $M$ that exchanges $x$ and $y$. It is also a crystal symmetry and leaves $k_0$ unchanged, so $M\psi_+=\pm\psi_+$. The operation $S'=MSM$ then has the same eigenvalue $\lambda$, because the sign enters twice. Since $MCM=C^{-1}$ and $M\tau=\tau$, $S'$ is the opposite quarter turn followed by the same shift. Therefore

$$
(S'S\psi_+)(\mathbf r)=\psi_+(\mathbf r-\tau-C^{-1}\tau),\qquad
\tau+C^{-1}\tau=\tfrac a4(1,1,1)+\tfrac a4(1,-1,1)=\tfrac a2(1,0,1).
$$

This is a lattice vector with $z$ component $a/2=2d$. Bloch's theorem gives

$$
\lambda^2=e^{-2ik_0d}.
$$

Now raise the interface by one layer. If the two terraces have the same local chemistry, $H'=SH_0S^{-1}+eFd$. The constant appears because $S$ turns $eFz$ into $eF(z-d)$, while the actual field potential is still $eFz$. Let the envelope follow the interface, $\phi'_\pm=f(z-d)\psi_\pm$. Since $S\phi_+=\lambda\phi'_+$ and, by complex conjugation, $S\phi_-=\lambda^*\phi'_-$,

$$
\phi'_+=\lambda^{-1}S\phi_+,\qquad \phi'_-=(\lambda^*)^{-1}S\phi_-=\lambda S\phi_- .
$$

The new coupling is

$$
\Delta'=\langle\phi'_+|H'|\phi'_-\rangle
=(\lambda^{-1})^*\lambda\,\langle\phi_+|H_0|\phi_-\rangle
=\lambda^2\Delta_0=e^{-2ik_0d}\Delta_0 ,
$$

because $(\lambda^{-1})^*=\lambda$. The constant $eFd$ drops out: it multiplies the overlap of the two valley states, which the oscillation at $2k_0$ makes negligible for a smooth envelope. A step of $n$ layers repeats the operation:

$$
\Delta_{\rm right}=e^{-i\theta}\Delta_0,\qquad \theta=2k_0nd .
$$

For one layer $\theta=0.85\pi=153.0^\circ$, close to a reversal of sign. A plane-wave calculation of bulk silicon, with local pseudopotential form factors $-0.21$, $0.04$ and $0.08$ Ry at squared reciprocal vectors 3, 8 and 11 in units of $(2\pi/a)^2$, puts the valley at $0.854\,(2\pi/a)$. The screw eigenvalue of its conduction state gives $153.6^\circ$ per layer; a larger plane-wave basis moves this to $153.7^\circ$.

## The reduction for two terraces

Suppose the lateral level spacing $\hbar\omega$ is much larger than $|\Delta_0|$. Both valley components then share one lateral envelope $\chi(x)$, and the state is $\chi(x)(c_+\phi_++c_-\phi_-)$, with $\phi_\pm$ following the local interface.

The coefficients $c_\pm$ cannot adapt separately to each terrace. Lateral motion across the edge conserves the valley, and the overlap of $f(z)$ with $f(z-nd)$ is close to one when $nd$ is small against the depth of the envelope. A change of $c_+/c_-$ across the dot would require excited lateral states. The kinetic, confinement and terrace energies are common to both valleys, so only the coupling must be averaged:

$$
\bar\Delta=\int|\chi(x)|^2\Delta(x)\,dx
=\Delta_0\left[p+(1-p)e^{-i\theta}\right].
$$

The electron averages complex couplings, not splittings. Averaging the splittings would give $E_{\rm flat}$ for every $p$. The squared modulus of the bracket is

$$
\begin{aligned}
\left|p+(1-p)e^{-i\theta}\right|^2
&=[p+(1-p)\cos\theta]^2+(1-p)^2\sin^2\theta\\
&=p^2+(1-p)^2+2p(1-p)\cos\theta\\
&=1-2p(1-p)(1-\cos\theta).
\end{aligned}
$$

The last line uses $p^2+(1-p)^2=1-2p(1-p)$. With $1-\cos\theta=2\sin^2(\theta/2)$,

$$
\boxed{\frac{E_v}{E_{\rm flat}}=\sqrt{1-4p(1-p)\sin^2(\theta/2)}}
$$

to first order in the valley coupling.

**A small share over the edge.** If $1-p=\epsilon\ll1$, the ratio is approximately $1-2\epsilon\sin^2(\theta/2)$. For a single layer $\sin^2(\theta/2)=1-0.2334^2=0.946$, so each per cent of density across the edge costs about 1.9 per cent of the flat splitting.

**Equal shares.** At $p=1/2$ the product $p(1-p)$ is largest and the ratio falls to its minimum, $|\cos(\theta/2)|$:

| Step height (layers) | Ratio at equal shares |
|---:|---:|
| 1 | 0.233 |
| 2 | 0.891 |
| 3 | 0.649 |
| 4 | 0.588 |

A single-layer step is thus the most harmful of these four, and a double-layer step does little. Full cancellation needs both $p=1/2$ and $\theta=\pi$ modulo $2\pi$. Silicon's single-layer step misses the second condition by $27^\circ$, which leaves 23 per cent of the flat splitting. This figure is sensitive to the valley position: $k_0=0.83\,(2\pi/a)$ gives 26 per cent and $0.86\,(2\pi/a)$ gives 22 per cent.

## Where the electron sits

For harmonic confinement centred at $x_0$, the lateral ground-state density is a Gaussian of variance $\sigma^2=\hbar/(2m_t\omega)$, with $m_t$ the transverse mass. If the step did not disturb this density,

$$
p=\int_{-\infty}^{0}\frac{e^{-(x-x_0)^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\,dx
=\tfrac12\,{\rm erfc}\!\left(\frac{x_0}{\sqrt2\,\sigma}\right).
$$

The field does disturb it, because the right terrace is higher in energy by $V=eFnd$. For $x_0=0$, write the step potential as $V/2+(V/2)\,{\rm sgn}(x)$. The odd part mixes the first excited lateral state into the ground state. With $\xi=x/(\sqrt2\,\sigma)$ and $\chi_1=\sqrt2\,\xi\chi_0$,

$$
\langle1|{\rm sgn}|0\rangle=\frac{\sqrt2}{\sqrt\pi}\int_{-\infty}^{\infty}|\xi|e^{-\xi^2}d\xi=\sqrt{\frac2\pi}.
$$

First-order perturbation theory gives the admixture $c_1=-(V/2)\sqrt{2/\pi}/\hbar\omega$. The difference between right and left shares is $(1-p)-p=2c_1\sqrt{2/\pi}=-2V/(\pi\hbar\omega)$, so

$$
p\simeq\frac12+\frac{eFnd}{\pi\hbar\omega}.
$$

This keeps only the first excited state. Summing all odd states raises the first-order coefficient from $1/\pi=0.318$ to $\tfrac12\ln2=0.347$. The electron leans towards the terrace where the silicon extends further. The boxed formula must be used with this actual share.

## How large: a MOS dot at 0.1 MV/cm

Take a silicon field of 0.1 MV/cm, an oxide barrier of 3 eV, $\hbar\omega=4$ meV and $m_t=0.19\,m_0$. The density width is then $\sigma=7.08$ nm. One layer shifts the terrace energy by

$$
eFd=(10\ {\rm meV/nm})(0.1358\ {\rm nm})=1.358\ {\rm meV}.
$$

A lattice model that contains the step itself, with no valley phase inserted by hand, shows how well the formula works. It has one orbital per atomic layer, with hoppings $t_1$ and $t_2$ to first and second neighbours along $z$, so that $E(k)=2t_1\cos kd+2t_2\cos2kd$. A minimum at $k_0$ requires $t_1=-4t_2\cos k_0d$. The curvature there is then $8t_2d^2\sin^2k_0d$. Setting it equal to $\hbar^2/m_l$, with longitudinal mass $m_l=0.916\,m_0$, gives

$$
t_2=\frac{\hbar^2}{8m_ld^2\sin^2k_0d}=0.597\ {\rm eV},\qquad t_1=-0.557\ {\rm eV}.
$$

Along $x$ the model uses a 1 nm grid and the mass $m_t$. Numerical diagonalization gives a flat splitting of 1.40 meV, hence $|\Delta_0|=0.70$ meV. In the table only the dot centre changes. The formula column uses the left share $p$ found on the lattice, averaged over the two valley states.

| $x_0$ (nm) | $p$ | Lattice ratio | Formula ratio |
|---:|---:|---:|---:|
| −10 | 0.938 | 0.870 | 0.883 |
| −5 | 0.818 | 0.637 | 0.661 |
| 0 | 0.608 | 0.282 | 0.314 |
| 5 | 0.343 | 0.435 | 0.384 |
| 10 | 0.118 | 0.813 | 0.779 |

At $x_0=0$ the estimate above gives $p=0.5+1.358/(4\pi)=0.608$, the same as the lattice to three digits. Agreement that close is fortuitous: with all odd lateral states the first-order value is 0.618, and the one-dimensional step problem solved numerically gives 0.614.

The shares are balanced when the dot centre is moved 2.1 nm onto the right terrace. The lattice ratio is then 0.234, and the formula at $p=1/2$ gives

$$
E_v=0.2334\times1.397\ {\rm meV}=0.326\ {\rm meV}=326\ \mu{\rm eV}.
$$

Halving the lateral grid spacing at the same dot position changes the lattice ratio to 0.236. Away from balance the grid matters more. With a spacing of 0.1 nm at the step and a wider box, the five lattice ratios in the table become 0.868, 0.630, 0.275, 0.447 and 0.822, so they should be trusted only to about 0.01. For a double-layer step balanced in the same way, the lattice gives 0.88 and the formula 0.89.

The largest discrepancy in the table is 0.051 of the flat splitting, at $x_0=5$ nm; on the finer grid it is 0.061. The lattice ratio lies below the formula when most of the density is on the left and above it when most is on the right. This is what would follow if the right terrace counted slightly more than its density share. The calculation does not identify the cause.

## When the averaging fails

The formula assumes that the valley composition is the same across the whole dot. To find the first correction, take $p=1/2$ with no terrace energy offset, and remove the common phase $e^{-i\theta/2}$ from the coupling. With Pauli matrices $\sigma_x,\sigma_y$ acting on the valleys,

$$
H=H_{\rm lat}+A\sigma_x+B\,{\rm sgn}(x)\,\sigma_y,\qquad
A=|\Delta_0|\cos(\theta/2),\quad B=|\Delta_0|\sin(\theta/2).
$$

The $A$ term gives the splitting $2A$. The $B$ term averages to zero in the lateral ground state, but it couples that state to odd excited states while reversing $\sigma_x$. Keeping the first excited state, whose squared matrix element is $2/\pi$, the second-order energies relative to the lateral ground state are

$$
E_\pm=\pm A-\frac{2}{\pi}\,\frac{B^2}{\hbar\omega\mp2A}.
$$

Subtracting them and expanding for $2A\ll\hbar\omega$,

$$
E_+-E_-=2A-\frac2\pi B^2\frac{4A}{(\hbar\omega)^2-4A^2}
\simeq2A\left[1-\frac4\pi\left(\frac{B}{\hbar\omega}\right)^2\right].
$$

Here $B=0.699\times0.972=0.679$ meV, so the correction is $(4/\pi)(0.679/4)^2=0.037$. The ratio falls from 0.233 to 0.225. Numerical solution of this lateral two-valley equation also gives 0.225. When $|\Delta_0|$ is raised to equal $\hbar\omega$, the numerical ratio is 0.117, half the first-order value, and the boxed formula no longer applies.

The full lattice gave 0.234 rather than 0.225 at balance. It also contains the terrace offset and the disturbed envelope at the edge, so its close agreement with the first-order value must involve some compensation between effects that were not separated.

## More than one step

With several terraces the same average becomes $|\sum_jp_je^{-ij\theta}|$. A surface miscut by $0.5^\circ$ with single-layer steps has terraces of width $d/\tan0.5^\circ=15.6$ nm. A Gaussian dot centred on one step then has 2.8 per cent of its density beyond the two adjacent steps. The four shares are 0.014, 0.486, 0.486 and 0.014, and pairing terms about the centre gives

$$
\left|0.972\cos\frac\theta2+0.028\cos\frac{3\theta}{2}\right|
=|0.972(0.2334)-0.028(0.6494)|=0.209 .
$$

For these symmetric shares, the outer terraces reduce the ratio further, from 0.233 to 0.209. This estimate leaves out the terrace energies. If the field is exactly along $z$, they make the shares unequal at a fixed dot centre, as in the table above, and this can raise the ratio by more than the outer terraces lower it. A gate parallel to the miscut surface instead gives a field normal to the average surface. The component of that field along $x$ cancels the average rise of the terrace energies, so the shares stay much closer to equal.

If the dot is instead centred on a terrace and a total share $q$ spills equally onto its two neighbours, the phases $\pm\theta$ add to a real number:

$$
\frac{E_v}{E_{\rm flat}}=|1-q+q\cos\theta|=|1-q(1-\cos\theta)|.
$$

For single-layer steps $1-\cos\theta=1.891$. Keeping 80 per cent of the flat splitting therefore requires $q\le0.2/1.891=0.106$.

## Comparison with real devices

The field, a lateral spacing of a few meV and a miscut of a few tenths of a degree are rough but ordinary values for silicon MOS dots. Measured valley splittings are roughly 0.1 to 1 meV, so the model's flat value of 1.4 meV is high. The one-orbital model should be used for the ratio and not to predict a device's absolute splitting. The assumption most open to doubt is that an amorphous oxide gives both terraces the same coupling strength. If the right terrace had half the strength of the left, with the same phase difference and equal shares, the ratio to the stronger terrace's splitting would be $\tfrac12\sqrt{1+0.25-0.891}=0.30$ instead of 0.23. Disorder can also change the phase difference itself, which could move the result either way.

Other omissions matter less for this example. The next vertical subband lies 28 meV above the ground state in the lattice model. A triangular-well estimate puts the in-plane valleys 26 meV higher. With relative permittivities 11.7 and 3.9, the oxide field is 0.3 MV/cm, far below the rough 10 MV/cm at which good oxide breaks down. For a 10 nm oxide with tunnelling mass $0.4\,m_0$, the semiclassical factor $e^{-2\kappa t}$ is about $10^{-49}$, where $\kappa$ is the decay constant and $t$ the thickness. Temperature matters more: at 1 K, $k_BT=0.086$ meV, and the upper valley state at the balanced step has $e^{-0.326/0.0862}=0.023$ of the lower state's population.

## What to do about it

**Move the dot sideways.** Near an isolated single-layer step this is the direct remedy. To keep a fraction $r$ of the flat splitting, solve the boxed formula for $p$:

$$
p(1-p)\le\frac{1-r^2}{4\sin^2(\theta/2)} .
$$

For $r=0.8$ the right side is $0.36/3.78=0.095$, so at least 89 per cent of the density must be on one terrace. In the example that share is reached between 5 and 10 nm from the step on the left terrace. On the right terrace a distance of 10 nm gives 88 per cent, just short of what the formula asks, although the lattice ratio there is already 0.813. On a miscut surface the next step limits the useful displacement.

**Tighten the lateral confinement.** This helps a dot centred on a terrace, because less density reaches the neighbours. It does little for a dot that is kept balanced on the step: at $p=1/2$ the first-order ratio is 0.233 for any confinement, and the lattice ratio rises only from 0.24 at 4 meV to 0.25 at 8 meV and 0.28 at 20 meV. If the dot centre is held fixed instead, $p$ can change. For a dot centred on the step, the terrace offset displaces less density when the dot is tighter, so the shares become more equal and the formula ratio falls towards 0.233. The lattice ratio follows only at first: it drops from about 0.28 at 4 meV to 0.235 at 8 meV and rises again to 0.26 at 20 meV. For a dot centred well to one side, tightening leaves less density across the edge and the ratio rises.

**Do not rely on the vertical field alone.** In the boxed formula the field cancels from the ratio at fixed $p$, although it may change $|\Delta_0|$. At an isolated step a stronger field also raises $eFnd$ and pushes the electron towards the left terrace. That helps if the electron already sits mostly there. If it sits mostly on the right, a stronger field first drives it towards equal shares and a smaller ratio. The splitting itself may still grow, because the flat splitting in this model increases with the field.

**Choose a smaller miscut.** With single-layer steps, the terrace width is inversely proportional to the tangent of the miscut angle. Wider terraces leave more positions where a dot of given size avoids a step, provided that local roughness does not add steps of its own.
